# Torsional Averaging and Bayer's Temperature Dependence of a Quadrupole Resonance

An electronic-structure calculation on a fixed geometry gives the electric field gradient at a nucleus that does not move. Before its quadrupole frequency is compared with experiment, one must decide which experimental number belongs beside it: the frequency measured at the lowest temperature, or the value obtained by extending the straight high-temperature part of the curve to $T=0$. In the torsional model below, the two differ to first order by the effect of zero-point torsion. Bayer's formula gives that difference, and together with its first neglected term it shows how far the extrapolation can be trusted within the model.

## The model and its Hamiltonian

Let the nucleus have spin $I\ge 1$ and quadrupole moment $Q$, and let $e>0$ be the elementary charge. The field gradient $V_{ab}$ is the matrix of second derivatives of the electrostatic potential at the nucleus, with zero trace. With dimensionless spin operators $I_a$, the quadrupole Hamiltonian is

$$H_Q=\frac{eQ}{2I(2I-1)}\sum_{ab}V_{ab}I_aI_b. \tag{1}$$

The nucleus belongs to a rigid unit, such as a molecule or a coordination group. Three assumptions define the model:

- The gradient is produced within the unit and turns rigidly with it.
- The gradient is axial about a unit vector $\mathbf n$ fixed in the unit, with largest component $V_0$.
- The unit performs small harmonic torsions about one axis perpendicular to $\mathbf n$, and neither $V_0$ nor the torsional frequency depends on temperature.

An axial, traceless tensor has the form

$$V_{ab}=\frac{V_0}{2}\,(3n_an_b-\delta_{ab}). \tag{2}$$

Along $\mathbf n$ this equals $V_0$, and in each perpendicular direction it equals $-V_0/2$. We take $eQV_0>0$; the opposite sign reverses the order of the levels and leaves the frequencies unchanged.

It is useful to have (1) for any diagonal tensor. Define $D=V_{xx}-V_{yy}$. Since $V_{xx}+V_{yy}=-V_{zz}$,

$$V_{xx}I_x^2+V_{yy}I_y^2=-\frac{V_{zz}}2(I_x^2+I_y^2)+\frac D2(I_x^2-I_y^2).$$

Now use $I_x^2+I_y^2=I(I+1)-I_z^2$ and $I_x^2-I_y^2=\frac12(I_+^2+I_-^2)$, and add $V_{zz}I_z^2$:

$$H_Q=\frac{eQ}{4I(2I-1)}\left\{V_{zz}\,[3I_z^2-I(I+1)]+\frac D2\,(I_+^2+I_-^2)\right\}. \tag{3}$$

For a motionless unit with $\mathbf n$ along $z$, $D=0$ and $V_{zz}=V_0$. If $I=3/2$, the prefactor is $eQ/12$ and the square bracket is $+3$ for $m=\pm3/2$ and $-3$ for $m=\pm1/2$. The single resonance frequency is therefore

$$h\nu_0=\frac{eQV_0}{12}\,[3-(-3)]=\frac{eQV_0}{2}. \tag{4}$$

This $\nu_0$ is the quantity that a fixed-geometry calculation supplies.

## Why the tensor is averaged

A rotation of the unit by a fixed angle leaves the eigenvalues of $H_Q$ unchanged, because it only turns the principal axes. A lower frequency therefore needs more than a tilt: the motion must be too fast for the spin to follow.

Let the torsion have angular frequency $\omega$ and levels $|n\rangle$. When $\hbar\omega\gg h\nu_0$, $H_Q$ is a weak perturbation on the torsional levels. To first order the spin in level $n$ has the Hamiltonian

$$H_n=\langle n|H_Q(\theta)|n\rangle. \tag{5}$$

Terms of second order, which mix torsional levels, come from the part of $H_Q$ linear in $\theta$, with matrix elements of order $h\nu_0\langle\theta^2\rangle^{1/2}$ and energy denominators $\hbar\omega$. Their relative size is therefore at most of order $(h\nu_0/\hbar\omega)\langle\theta^2\rangle$, up to a numerical factor that depends on the spin, and they are dropped.

The unit also exchanges energy with its surroundings and jumps between levels. Let $\rho_n$ be the part of the spin density matrix that belongs to level $n$, and let $W_{nm}$ be the matrix of jump rates. Then

$$\frac{d\rho_n}{dt}=-\frac{i}{\hbar}[H_n,\rho_n]+\sum_mW_{nm}\rho_m. \tag{6}$$

Jumps conserve probability, so $\sum_nW_{nm}=0$. They also leave the Boltzmann populations $p_n$ unchanged, so $\sum_mW_{nm}p_m=0$. If the jumps relax the level populations fast compared with the differences between the $H_n/\hbar$ across the populated levels, they hold the distribution at $\rho_n\simeq p_n\rho$, where $\rho=\sum_n\rho_n$. Summing (6) over $n$ removes the jump term and leaves

$$\frac{d\rho}{dt}=-\frac{i}{\hbar}[\bar H,\rho],\qquad \bar H=\sum_np_nH_n. \tag{7}$$

Because $H_Q$ is linear in $V_{ab}$, $\bar H$ is (1) with each $V_{ab}$ replaced by its thermal average. It is the tensor that is averaged, not the instantaneous frequency.

Both conditions can fail. A numerical check drives a spin $3/2$ with a torsion of amplitude 0.10 rad. When the torsion is 200 times faster than the resonance, $\nu/\nu_0=0.992528$, in agreement with the averaged tensor. When it is 20.25 times slower, $\nu/\nu_0=1.000018$: the spin follows the axis and the reduction is absent.

## The averaged tensor

Let the torsion axis be $x$ and the equilibrium direction of $\mathbf n$ be $z$. A rotation by $\theta$ gives $\mathbf n=(0,-\sin\theta,\cos\theta)$. Substitution in (2) yields

$$V_{xx}=-\frac{V_0}2,\quad V_{yy}=\frac{V_0}2(3\sin^2\theta-1),\quad V_{zz}=\frac{V_0}2(3\cos^2\theta-1), \tag{8}$$

and one off-diagonal element, $V_{yz}=-\frac32V_0\sin\theta\cos\theta$. The latter is odd in $\theta$ and vanishes on averaging over a symmetric distribution. With $\cos^2\theta=1-\sin^2\theta$ and $s=\langle\sin^2\theta\rangle$,

$$\langle V_{zz}\rangle=V_0\left(1-\frac32s\right),\qquad \langle D\rangle=-\frac{V_0}2-\frac{V_0}2(3s-1)=-\frac32V_0s. \tag{9}$$

The factor $3/2$ has a simple origin. Tilting the axis transfers a fraction $\sin^2\theta$ of the weight along $z$ from the principal value $V_0$ to the principal value $-V_0/2$, and these differ by $\frac32V_0$.

The averaged tensor is no longer axial, since motion about $x$ spreads the gradient along $y$ but not along $x$. The effect of $D$ on the resonance has to be examined before (9) can be read as a frequency law.

## From the tensor to the frequency

**Spin 3/2.** The operator $I_+^2$ connects $m=-1/2$ to $m=3/2$. The two successive raising factors are $2$ and $\sqrt3$, so the matrix element is $2\sqrt3$. In units of $eQ/12$, the block of (3) for these two states is

$$\begin{pmatrix}3V_{zz}&\sqrt3\,D\\ \sqrt3\,D&-3V_{zz}\end{pmatrix},$$

with eigenvalues $\pm\sqrt{9V_{zz}^2+3D^2}$. The block for $m=-3/2$ and $m=1/2$ has the same eigenvalues. The level difference is

$$h\nu=\frac{eQ}{12}\,2\sqrt{9V_{zz}^2+3D^2}=\frac{eQ}{2}\sqrt{V_{zz}^2+\frac{D^2}{3}}. \tag{10}$$

Insert (9) and divide by (4):

$$\frac{\nu}{\nu_0}=\sqrt{\left(1-\frac32s\right)^2+\frac34s^2}=\sqrt{1-3s+3s^2}. \tag{11}$$

With $\sqrt{1+u}=1+u/2-u^2/8+\dots$ and $u=-3s+3s^2$, the terms in $s^2$ are $\frac32-\frac98=\frac38$. Hence

$$\frac{\nu}{\nu_0}=1-\frac32s+\frac38s^2+\dots \tag{12}$$

The asymmetry contributes only at second order.

**Other half-integer spins.** The operator multiplying $D$ changes $m$ by $\pm2$. The degenerate states $+m$ and $-m$ differ by $2m$, an odd number when $I$ is half-integer. They are therefore not coupled directly, and $D$ has no first-order effect on the energies. All energies then scale with $\langle V_{zz}\rangle$ to first order, and each resonance carries the same factor $1-\frac32s$. The second-order term grows quickly with spin: for the lowest line it is about $2.5s^2$, $8s^2$ and $20s^2$ for $I=5/2$, $7/2$ and $9/2$, against $\frac38s^2$ for $I=3/2$. At $s\approx0.014$ the $I=9/2$ term is already about a fifth of the first-order shift.

**Spin 1.** Here $m=+1$ and $m=-1$ differ by two and are coupled. In units of $eQ/4$, the diagonal energies in (3) are $V_{zz}$ for $m=\pm1$ and $-2V_{zz}$ for $m=0$. The matrix element of $I_+^2$ is 2, so the coupling is $D$, and the upper levels become $V_{zz}\pm D$. With $|D|=\frac32V_0s$ from (9), their distances from the lowest level are $3V_{zz}\pm|D|$, compared with $3V_0$ for the rigid unit:

$$\frac{\nu_\pm}{\nu_0}=1-\frac32s\pm\frac s2,\qquad\text{that is, } 1-s\ \text{ and }\ 1-2s. \tag{13}$$

For single-axis torsion, the factor $3/2$ thus describes the mean of these two lines and neither line separately.

## The mean squared angle

The torsional Hamiltonian for moment of inertia $J$ and angular momentum $p$ is

$$H_{\rm tor}=\frac{p^2}{2J}+\frac12J\omega^2\theta^2,\qquad \theta=\sqrt{\frac{\hbar}{2J\omega}}\,(a+a^\dagger), \tag{14}$$

where $a$ and $a^\dagger$ are the ladder operators. In $\langle n|(a+a^\dagger)^2|n\rangle$ only $aa^\dagger$ and $a^\dagger a$ contribute, giving $(n+1)+n$. Therefore

$$\langle n|\theta^2|n\rangle=\frac{\hbar}{2J\omega}(2n+1). \tag{15}$$

Let $x=\hbar\omega/kT$ and $r=e^{-x}$. The normalized populations are $p_n=(1-r)r^n$, and

$$\bar n=(1-r)\,r\frac{d}{dr}\frac1{1-r}=\frac r{1-r}=\frac1{e^x-1}. \tag{16}$$

It follows that $2\bar n+1=(e^x+1)/(e^x-1)=\coth(x/2)$, and the thermal average of (15) is

$$\langle\theta^2\rangle=\frac{\hbar}{2J\omega}\coth\frac{\hbar\omega}{2kT}. \tag{17}$$

For small angles $s\simeq\langle\theta^2\rangle$. Equations (12) and (17) give Bayer's law for half-integer spin:

$$\boxed{\;\nu(T)=\nu_0\left[1-\frac32\langle\theta^2\rangle\right]=\nu_0\left[1-\frac{3\hbar}{4J\omega}\coth\frac{\hbar\omega}{2kT}\right]\;} \tag{18}$$

The frequency falls on heating because higher torsional levels have larger amplitudes.

## Low and high temperature

For $kT\ll\hbar\omega$, $\coth(x/2)\simeq1+2e^{-x}$. The curve becomes flat, with an exponentially small slope, at

$$\nu(0)=\nu_0\left(1-\frac{3\hbar}{4J\omega}\right). \tag{19}$$

This lies below $\nu_0$ because the ground state still has a spread of angles.

For $kT\gg\hbar\omega$, expand numerator and denominator of $\coth y=\cosh y/\sinh y$ at small $y$:

$$\coth y\simeq\frac{1+y^2/2}{y(1+y^2/6)}\simeq\frac1y+\frac y3. \tag{20}$$

With $y=\hbar\omega/2kT$, (17) becomes

$$\langle\theta^2\rangle\simeq\frac{\hbar}{2J\omega}\left(\frac{2kT}{\hbar\omega}+\frac{\hbar\omega}{6kT}\right)=\frac{kT}{J\omega^2}+\frac{\hbar^2}{12JkT}. \tag{21}$$

The first term is classical equipartition, $\frac12J\omega^2\langle\theta^2\rangle=\frac12kT$. Keeping it alone gives the linear limit

$$\nu(T)\simeq\nu_0\left(1-\frac{3kT}{2J\omega^2}\right). \tag{22}$$

Two consequences matter in practice. The line (22) meets $T=0$ at the rigid value $\nu_0$, not at the measured low-temperature value (19). Its slope depends on $J$ and $\omega$ only through the torsional stiffness $J\omega^2$, so a high-temperature slope cannot determine them separately.

## The first neglected term

Bayer's law stops at first order in $\langle\theta^2\rangle$. The next term in this model follows from $\sin^2\theta=\theta^2-\theta^4/3+\dots$ and the thermal mean of $\theta^4$. Applying $a+a^\dagger$ twice gives

$$(a+a^\dagger)^2|n\rangle=\sqrt{n(n-1)}\,|n{-}2\rangle+(2n+1)|n\rangle+\sqrt{(n+1)(n+2)}\,|n{+}2\rangle.$$

The squared norm of this vector is $\langle n|(a+a^\dagger)^4|n\rangle=6n^2+6n+3$. The populations also give

$$\langle n(n-1)\rangle=(1-r)r^2\frac{d^2}{dr^2}\frac1{1-r}=\frac{2r^2}{(1-r)^2}=2\bar n^2,$$

so $\langle n^2\rangle=2\bar n^2+\bar n$. The thermal mean of $6n^2+6n+3$ is then $12\bar n^2+12\bar n+3=3(2\bar n+1)^2$, which means $\langle\theta^4\rangle=3\langle\theta^2\rangle^2$. Consequently $s=\langle\theta^2\rangle-\langle\theta^2\rangle^2+\dots$, and (12) becomes, for spin $3/2$,

$$\frac{\nu}{\nu_0}=1-\frac32\langle\theta^2\rangle+\left(\frac32+\frac38\right)\langle\theta^2\rangle^2+\dots=1-\frac32\langle\theta^2\rangle+\frac{15}8\langle\theta^2\rangle^2+\dots \tag{23}$$

In a real crystal this term is a measure of size rather than a reliable correction. A quartic term in the torsional potential changes $\langle\theta^2\rangle$ itself. In classical first-order perturbation theory, a term $gJ\omega^2\theta^4$ changes it by

$$-\frac{gJ\omega^2}{kT}\left(\langle\theta^6\rangle-\langle\theta^2\rangle\langle\theta^4\rangle\right)=-12g\langle\theta^2\rangle^2,$$

where the Gaussian moments $\langle\theta^6\rangle=15\langle\theta^2\rangle^3$ and $\langle\theta^4\rangle=3\langle\theta^2\rangle^2$ were used with $J\omega^2/kT=1/\langle\theta^2\rangle$. This is of the same order in $\langle\theta^2\rangle$ as the last term in (23), and it can be much larger: a well $J\omega^2(1-\cos N\theta)/N^2$ of the same curvature has $g=-N^2/24$, which adds $-\frac34N^2\langle\theta^2\rangle^2$ to $\nu/\nu_0$.

## Torsion about several axes

For a small rotation vector $\boldsymbol\phi$, the axis moves to $\mathbf n\simeq\hat z+\boldsymbol\phi\times\hat z+\frac12\boldsymbol\phi\times(\boldsymbol\phi\times\hat z)$. To second order this gives $n_z^2=1-\phi_x^2-\phi_y^2$, $n_x^2=\phi_y^2$ and $n_y^2=\phi_x^2$. For independent torsions with symmetric distributions, the off-diagonal averages vanish to this order, and (2) gives

$$\langle V_{zz}\rangle=V_0\left[1-\frac32\left(\langle\phi_x^2\rangle+\langle\phi_y^2\rangle\right)\right],\qquad \langle D\rangle=\frac32V_0\left(\langle\phi_y^2\rangle-\langle\phi_x^2\rangle\right). \tag{24}$$

The two perpendicular torsions add, while rotation about the gradient axis has no effect. If the perpendicular amplitudes are equal, $D$ vanishes at this order and the two spin-1 lines in (13) coincide.

## A worked case

Take a model unit with a spin-$3/2$ nucleus, $\nu_0=35$ MHz, $J=200\ \mathrm{u\,Å^2}$ and a torsional wavenumber of $50\ \mathrm{cm^{-1}}$. Then $J=3.3211\times10^{-45}\ \mathrm{kg\,m^2}$ and $\omega=9.4183\times10^{12}\ \mathrm{rad/s}$. The torsional frequency is about $4.3\times10^4$ times the resonance frequency, so the first averaging condition holds well.

At $T=0$, (17) gives $\langle\theta^2\rangle=\hbar/(2J\omega)=0.001686\ \mathrm{rad^2}$, an rms angle of $2.35^\circ$. The zero-point lowering is

$$\frac32\times0.001686\times35\ \mathrm{MHz}=0.0885\ \mathrm{MHz}.$$

By (15), each torsional quantum lowers the frequency by twice this amount, 0.177 MHz. At 300 K the mean level number is 3.69, with a thermal spread $\sqrt{\langle n^2\rangle-\bar n^2}=\sqrt{\bar n(\bar n+1)}\approx4.2$ levels. The rate at which the level number relaxes must therefore greatly exceed about $2\pi\times4.2\times0.177\ \mathrm{MHz}\approx4.6\times10^6\ \mathrm{s^{-1}}$. For one-quantum jumps on a harmonic ladder the mean jump rate is $2\bar n(\bar n+1)\approx35$ times this relaxation rate, so the jumps themselves must be faster still. A rate-equation test of the torsional ladder gives a mean level of 3.6900 in fast exchange, with a relaxation rate 1000 times the shift per quantum in angular-frequency units, against the thermal value 3.6902. In slow exchange, with a relaxation rate one tenth of the shift per quantum in the same units, its least damped line corresponds to 0.11, so that line no longer reports the thermal mean.

At 300 K, $\langle\theta^2\rangle=0.014127\ \mathrm{rad^2}$, and Bayer's law gives

$$\nu=35\ \mathrm{MHz}\left(1-\frac32\times0.014127\right)=34.258\ \mathrm{MHz}.$$

The frequencies at other temperatures, in MHz, are:

| $T$ (K) | Bayer (18) | Linear (22) | Full average |
|---:|---:|---:|---:|
| 0 | 34.9115 | 35.0000 | 34.9117 |
| 50 | 34.8565 | 34.8770 | 34.8569 |
| 100 | 34.7434 | 34.7540 | 34.7450 |
| 200 | 34.5026 | 34.5079 | 34.5085 |
| 300 | 34.2583 | 34.2619 | 34.2713 |

The last column diagonalizes the spin Hamiltonian with the tensor averaged over the harmonic angular distribution, without expanding in the angle. At 200 and 300 K the linear law lies closer to it than Bayer's law does. This is a partial cancellation of errors: dropping the quantum term in (21) raises the frequency, and so does the positive term in (23), which the linear law also omits. At 300 K these amount to about 3.5 and 13 kHz.

The same terms limit the extrapolation. Near 300 K the full curve has slope $-2.3634$ kHz/K, against $-2.4605$ kHz/K from (22). Its tangent reaches $T=0$ at

$$34.271\ \mathrm{MHz}+300\ \mathrm K\times0.002363\ \mathrm{MHz/K}=34.980\ \mathrm{MHz},$$

about 20 kHz below $\nu_0$. Using the zero-temperature frequency instead would leave an error of 88 kHz. In this example, with a strictly harmonic well and a fixed $\omega$, the value extrapolated from near 300 K is the better partner for a fixed-geometry calculation, and adding the zero-point correction to the low-temperature value is better still if $J$ and $\omega$ are known. The advantage is not general: the last term of (23) lowers the intercept by an amount that grows roughly as $T^2$, and a tangent taken near 900 K would miss $\nu_0$ by more than the zero-temperature frequency does. Equating the full slope to (22) would overestimate the stiffness $J\omega^2$ by about 4%.

A temperature-dependent $\omega$ can matter as much. In the classical regime $\langle\theta^2\rangle\propto\omega^{-2}$, so a 1% softening raises it by about 2%. In Bayer's law at 300 K that lowers the frequency by a further 15 kHz, roughly 2% of the 742 kHz torsional shift. Thermal expansion can also change $V_0$. A drift of $\omega$ linear in $T$ adds a term $bT^2$ to (22), and the tangent at $T$ then has its intercept shifted by $-bT^2$. If the 1% softening builds up linearly between 0 and 300 K, the intercept rises by about 15 kHz, although the curve may look straight over a short range. Librational modes of molecular crystals commonly soften by several per cent or more over this range. In the model a 5% softening puts the 300 K intercept about 60 kHz above $\nu_0$, and a 10% softening about 170 kHz above it, which is a larger error than the 88 kHz of the zero-temperature frequency. Anharmonicity acts in the same way: a threefold cosine well of the same curvature puts the intercept about 40 kHz above $\nu_0$, and a sixfold one more than 88 kHz above it. For a real crystal the extrapolated value is therefore the better partner only if softening and anharmonicity are known to be small. A drift of $V_0$ linear in $T$ mainly changes the slope, and the intercept then refers to the geometry extrapolated to $T=0$, which is the geometry the calculation must use. Its product with the torsional shift is again a $T^2$ term: a 1% rise of $V_0$ between 0 and 300 K raises the intercept by about 7 kHz, and a 1% fall lowers it by as much.

## Table of computed values

```
rigid frequency nu0 = 35.000 MHz
moment of inertia J = 200.0 u A^2
J in SI = 3.3211e-45 kg m^2
torsional wavenumber = 50.0 cm^-1
omega = 9.4183e+12 rad/s
torsional frequency = 1.4990 THz
torsional / quadrupole frequency = 4.283e+04
hbar omega / k = 71.94 K
zero-point lowering, first order = 88.50 kHz
shift per torsional quantum = 177.01 kHz
mean squared angle: T/K, coth law/rad^2, linear/rad^2, rms/deg
    0  0.001686  0.000000  2.352
   20  0.001781  0.000937  2.418
   50  0.002734  0.002343  2.996
  100  0.004887  0.004687  4.005
  200  0.009474  0.009373  5.577
  300  0.014127  0.014060  6.810
frequency in MHz: T/K, Bayer coth, linear, full average
    0  34.9115  35.0000  34.9117
   20  34.9065  34.9508  34.9067
   50  34.8565  34.8770  34.8569
  100  34.7434  34.7540  34.7450
  200  34.5026  34.5079  34.5085
  300  34.2583  34.2619  34.2713
slope, linear law = -2.4605 kHz/K
slope near 300 K, coth law = -2.4487 kHz/K
slope near 300 K, full average = -2.3634 kHz/K
hbar omega/(kT) at 300 K = 0.2398
hbar^2/(12 J k T) at 300 K = 6.737e-05 rad^2
(15/8)<theta^2>^2 nu0 at 300 K = 13.10 kHz
driven spin: amplitude = 0.10 rad
fast drive: torsion/quadrupole frequency = 200
slow drive: quadrupole/torsion frequency = 20.25
nu/nu0 from averaged tensor = 0.992528
nu/nu0 fast drive = 0.992528
nu/nu0 slow drive = 1.000018
thermal mean level at 300 K = 3.6902
mean level seen, fast exchange = 3.6900
least damped line, slow exchange = 0.1059
spin 1, s = 0.001599: nu/nu0 = 0.996802, 0.998401
three-axis average: nu/nu0 = 0.999550
three-axis first-order law = 0.999550
```
